\section*{Large-gap tail for mean-field splitting of one-dimensional island gaps}

\section{The splitting rate}

Q: I am told that gaps between islands on a line split at a rate proportional to length to the power $2i+3$. Where does such a high power come from?

A: From the adatom density between two absorbing islands. Take point islands at $0$ and $y$, atoms arriving at rate $F$ per unit length, and a diffusion constant $D$. If the density settles quickly compared with the time between nucleations, and nucleation removes few atoms, then
\begin{equation}
D n''(x)+F=0,\quad n(0)=n(y)=0,\quad n(x)=\frac{F}{2D}\,x(y-x).
\end{equation}
Let $i$ be the critical size: a cluster of $i+1$ atoms is stable and no longer moves. Mean-field nucleation has rate $\gamma n^{i+1}$ per unit length, with constant $\gamma$. Put $\alpha=i+1$ and $x=ry$. Each of the $\alpha$ factors $x(y-x)$ gives $y^2$, and $dx$ gives one more $y$:
\begin{equation}
\int_0^y\gamma n^{\alpha}dx=k\,y^{\lambda},\qquad \lambda=2\alpha+1=2i+3,
\end{equation}
\begin{equation}
k=\gamma\Big(\frac{F}{2D}\Big)^{\alpha}B,\qquad
B=\int_0^1[r(1-r)]^{\alpha}dr=\frac{(\alpha!)^2}{(2\alpha+1)!}.
\end{equation}
The new island divides the gap at the fraction $r$ with probability density $h(r)=[r(1-r)]^\alpha/B$. It prefers the middle, where atoms are most plentiful.

Q: What happens to the whole population of gaps?

A: Let $u(x,t)\,dx$ be the number of gaps with length in $dx$, per unit length of line. A gap of length $y$ yields two pieces, whose summed density at length $x$ is $2h(x/y)/y$. Loss and gain give
\begin{equation}
\frac{\partial u}{\partial t}=-kx^\lambda u+2k\int_x^\infty y^{\lambda-1}h(x/y)\,u(y,t)\,dy .
\end{equation}
The rate depends on the gap's own length alone, so no assumption about neighbouring gaps is needed here.

\section{Scaling}

Q: A scaled distribution presupposes that one length describes everything.

A: That is an assumption, to be compared with simulation below. Let $s(t)$ be the mean gap, $z=x/s$, and
\begin{equation}
u=s^{-2}\varphi(z),\qquad \int_0^\infty\varphi\,dz=\int_0^\infty z\varphi\,dz=1 .
\end{equation}
The first integral says that there are $1/s$ gaps per unit length, the second that they fill the line. The time derivative is $-s's^{-3}(2\varphi+z\varphi')$, while every term on the right carries $ks^{\lambda-2}$. The ratio $w=-s'/(ks^{\lambda+1})$ must therefore be constant, and
\begin{equation}
w(2\varphi+z\varphi')=-z^\lambda\varphi+G,\quad
G(z)=2\int_z^\infty \eta^{\lambda-1}h(z/\eta)\varphi(\eta)\,d\eta. \label{scale}
\end{equation}
Counting fixes $w$. Each split adds one gap, so $d(1/s)/dt=ks^{\lambda-1}\langle z^\lambda\rangle$. The left side is $-s'/s^2=wks^{\lambda-1}$, hence $w=\langle z^\lambda\rangle$. Moreover,
\begin{equation}
\frac{d}{dt}s^{-\lambda}=-\lambda s^{-\lambda-1}s'=\lambda wk,
\qquad s^{-\lambda}\simeq \frac{kt}{c},\quad c=\frac1{\lambda w},
\end{equation}
at late times, when the initial value of $s^{-\lambda}$ is negligible.

\section{The tail}

Q: You will now drop $G$ at large $z$ and solve what remains. How do you know that the gain from still larger gaps is harmless?

A: I keep it. Without $G$ the solution would be a constant times $z^{-2}e^{-cz^\lambda}$, so I measure $\varphi$ against that function:
\begin{equation}
g(z)=z^2\varphi(z)e^{cz^\lambda}.
\end{equation}
Since $c\lambda=1/w$, differentiation and Eq.~(\ref{scale}) give
\begin{equation}
g'=z e^{cz^\lambda}\Big(2\varphi+z\varphi'+\frac{z^\lambda}{w}\varphi\Big)
=\frac{z}{w}e^{cz^\lambda}G\ge0 .
\end{equation}
The gain makes $g$ rise. What must be shown is that $g$ stays finite.

Q: It might rise forever and change the exponential.

A: The moments exclude that. Let $M_q=\int_0^\infty z^q\varphi\,dz$, assumed finite for all $q\ge0$. Near $z=0$ the gain is proportional to $z^\alpha$, so $\varphi\propto z^\alpha$; the other possible behaviour, $z^{-2}$, would make the number of gaps infinite. Boundary terms then vanish, and $\int z^{q+1}\varphi'dz=-(q+1)M_q$. In the gain, exchange the integrals and put $z=r\eta$:
\begin{equation}
\int_0^\infty z^qG\,dz=2H_qM_{q+\lambda},\qquad H_q=\int_0^1r^qh(r)\,dr .
\end{equation}
Multiplying Eq.~(\ref{scale}) by $z^q$ and integrating therefore gives $w(1-q)M_q=-(1-2H_q)M_{q+\lambda}$, or
\begin{equation}
(1-2H_q)M_{q+\lambda}=w(q-1)M_q. \label{rec}
\end{equation}
At $q=1$ both sides vanish, because $H_1=1/2$ by symmetry. This is conservation of length.

Compare with the moments of the trial tail, for $q>1$:
\begin{equation}
R_q=\int_0^\infty z^{q-2}e^{-cz^\lambda}dz
=\frac{c^{-(q-1)/\lambda}}{\lambda}\,\Gamma\!\Big(\frac{q-1}{\lambda}\Big).
\end{equation}
The rule $\Gamma(a+1)=a\Gamma(a)$ gives $R_{q+\lambda}=w(q-1)R_q$. Dividing Eq.~(\ref{rec}) by this,
\begin{equation}
m_{q+\lambda}=\frac{m_q}{1-2H_q},\qquad m_q=\frac{M_q}{R_q}. \label{ratio}
\end{equation}
Now $m_q$ is the average of $g$ with weight $z^{q-2}e^{-cz^\lambda}$. As $q$ grows, this weight moves to ever larger $z$, so $m_q$ tends to $g(\infty)$, even if that were infinite. But repeated use of Eq.~(\ref{ratio}) gives a product of factors $1/(1-2H_q)$. At large $q$ the integral $H_q$ comes from $r$ near 1, where $h\simeq(1-r)^\alpha/B$, so $H_q\simeq\alpha!\,q^{-\alpha-1}/B$. With $\alpha\ge1$ the sum of these terms converges, and so does the product. Thus $g$ rises to a finite positive limit $C$, and
\begin{equation}
\ln\varphi(z)=-cz^\lambda-2\ln z+\ln C+o(1),\qquad z\to\infty. \label{tail}
\end{equation}

Q: So the logarithm does fall as minus the power $2i+3$, but only as its leading term.

A: Yes. The distribution itself also carries the factor $z^{-2}$. In the original variables, for gaps much longer than the mean but much shorter than the initial ones,
\begin{equation}
u(x,t)\simeq Cx^{-2}e^{-kx^\lambda t}.
\end{equation}
The exponential is the probability that a gap of length $x$ has survived unsplit for a time $t$. The power of the splitting rate passes directly into the logarithm.

\section{The constants}

Q: Can $c$ be found without solving for $\varphi$?

A: Yes, because two moments are known at the start, $M_0=M_1=1$, and both chains must end at the same $C$. For the chain from $q=1$, take the limit $q\to1$ in Eq.~(\ref{rec}): $M_{1+\lambda}=w/(-2H_1')$, where the prime is a derivative in $q$. From $H_q=\Gamma(q+\alpha+1)\Gamma(\alpha+1)/[B\,\Gamma(q+2\alpha+2)]$ and $H_1=1/2$,
\begin{equation}
-2H_1'=\psi(2\alpha+3)-\psi(\alpha+2),
\end{equation}
with $\psi$ the logarithmic derivative of $\Gamma$. Since $R_{1+\lambda}=1/(\lambda c)=w$,
\begin{equation}
C=\frac{1}{\psi(2\alpha+3)-\psi(\alpha+2)}\prod_{n=1}^{\infty}\frac1{1-2H_{1+n\lambda}} .
\end{equation}
The chain from $q=0$ starts with $M_\lambda=w=1/(\lambda c)$. Division by $R_\lambda$ gives $m_\lambda=c^{-1/\lambda}/\Gamma(1-1/\lambda)$. Its limit is also $C$, so
\begin{equation}
c^{-1/\lambda}=\Gamma\Big(1-\frac1\lambda\Big)\,C\prod_{n=1}^{\infty}(1-2H_{n\lambda}).
\end{equation}
The values are
\begin{center}
\begin{tabular}{ccccc}
$i$ & $\lambda$ & $w$ & $c$ & $C$\\
0 & 3 & 1.962 & 0.1699 & 4.000\\
1 & 5 & 3.441 & 0.0581 & 1.989\\
2 & 7 & 5.947 & 0.0240 & 1.687
\end{tabular}
\end{center}

Q: All this rests on the scaling state. Is it reached?

A: I tested it by random splitting from the definition: 30\,000 gaps of unit length, $k=1$, up to $t=0.1\times30^\lambda$. The measured $ts^\lambda$ should equal $c$. It came out as 0.1696, 0.05815 and 0.0240 for $i=0,1,2$, within 0.2\,\% of the products. The fractions of gaps longer than twice the mean were 4.75\,\%, 1.10\,\% and 0.134\,\%, against 4.74\,\%, 1.08\,\% and 0.138\,\% from the scaling equation. In numbers of gaps, each difference is less than twice the square root of the expected count. This supports the scaling assumption for these three cases and this initial state; it is not a proof of convergence.

\section{How far out is the tail?}

Q: At what $z$ may I use Eq.~(\ref{tail})?

A: The gain tells us. At large $z$ it comes from gaps slightly longer than $z$. With $\eta=z+\tau$,
\begin{equation}
h(z/\eta)\simeq\frac{(\tau/z)^\alpha}{B},\qquad
\varphi(\eta)\simeq\varphi(z)e^{-z^{\lambda-1}\tau/w}.
\end{equation}
The integral over $\tau$ gives $\alpha!\,(w/z^{\lambda-1})^{\alpha+1}$. Since $(\ln g)'=G/(wz\varphi)$,
\begin{equation}
(\ln g)'\simeq\frac{2\alpha!}{B}\,w^\alpha z^{-1-\alpha\lambda},\quad
\ln g\simeq\ln C-\frac{2\alpha!}{B\alpha\lambda}\Big(\frac{w}{z^\lambda}\Big)^{\alpha}.
\end{equation}
For $i=0$ the correction is $-4w/z^3$.

Q: Show me one case in full.

A: For $i=0$, $\alpha=1$ and $B=1/6$, so $H_q=6/[(q+2)(q+3)]$ and
\begin{equation}
1-2H_q=\frac{(q-1)(q+6)}{(q+2)(q+3)} .
\end{equation}
Here $\psi(5)-\psi(3)=1/3+1/4=7/12$. The two products telescope:
\begin{align}
\prod_{n\ge1}\frac{(n+1)(n+4/3)}{n(n+7/3)}&=\lim_{N\to\infty}\frac{(N+1)\,7/3}{N+7/3}=\frac73,\\
\prod_{n\ge1}\frac{(n-1/3)(n+2)}{(n+2/3)(n+1)}&=\lim_{N\to\infty}\frac{2/3}{N+2/3}\,\frac{N+2}{2}=\frac13 .
\end{align}
Thus $C=(12/7)(7/3)=4$ and $c^{-1/3}=\frac43\Gamma(2/3)$. The distribution is
\begin{equation}
\varphi(z)=12cz^2J,\qquad J(z)=\int_z^\infty y^{-2}e^{-cy^3}dy. \label{closed}
\end{equation}
To verify it, write $E=e^{-cz^3}$, so that $J'=-E/z^2$ and $z\varphi'=2\varphi-12czE$. For $i=0$ the gain is $G=12zK$ with $K=\int_z^\infty(\eta-z)\varphi\,d\eta$. Equation~(\ref{scale}) then requires
\begin{equation}
K=c\big[(4wz+z^4)J-wE\big].
\end{equation}
This expression vanishes at infinity, so it is enough that its second derivative be $\varphi$. Using $3cw=1$,
\begin{align}
K'&=c\Big[4(w+z^3)J-\frac{4w}{z}E\Big],\\
K''&=c\Big[12z^2J-\frac{4(w+z^3)}{z^2}E+\frac{4w}{z^2}E+4zE\Big]=12cz^2J .
\end{align}
Exchanging integrals gives $\int z\varphi\,dz=3c\int y^2e^{-cy^3}dy=1$ and $\int\varphi\,dz=4c\int ye^{-cy^3}dy=\frac43\Gamma(2/3)c^{1/3}=1$, as required.

Q: And the numbers?

A: The ratio of $-\ln\varphi$ to $cz^3$ is 1.40 at $z=2$, 1.23 at $z=3$, 1.14 at $z=4$ and still 1.03 at $z=8$, where $\varphi\approx10^{-39}$. The slope is closer, but still off: between $z=2$ and $z=3$ a plot of $\ln\varphi$ against $z^3$ has the mean slope $-0.196$, which is 15\,\% steeper than $-c$. Keeping $4z^{-2}$ helps: at $z=3$ the full tail formula gives $4.5\times10^{-3}$ against the true $3.6\times10^{-3}$, and at $z=4$ it is 11\,\% too high.

\section{Where the result fails}

Q: Does the position of the new island matter at all for the tail?

A: It enters $c$ through $w$, and it decides the prefactor. Consider nuclei placed uniformly, with $h=1$ and $\lambda=1$, which is the formal case $\alpha=0$. Then $H_q=1/(q+1)$, the product diverges, and Eq.~(\ref{scale}) is solved by $\varphi=e^{-z}$ with $w=c=1$. The exponent still follows the splitting rate, but the factor $z^{-2}$ is gone, because pieces almost as long as their parent are now common.

Q: My deeper doubt is the mean field. For $i=1$, two atoms must meet on a line.

A: The doubt is justified. If gaps are nearly empty, a new atom arrives at rate $Fy$ and finds another one present with probability $\int n\,dx=Fy^3/(12D)$. The two meet before reaching an island with a probability that does not depend on $y$ for long gaps. The rate grows as $F^2y^4/D$, not as $y^5$. A two-walker calculation on a lattice gave the power 3.96 between 40 and 80 sites. At 60 sites the mean-field rate $2D\sum n^2$ was about 25 times the two-walker rate. For sparse diffusing atoms with $i=1$, the fifth power is thus a property of the mean-field model. For $i=0$, where a single atom becomes a nucleus by itself, the rate is linear in $n$ and this objection does not arise.

Q: What of capture zones?

A: A capture zone is half the sum of two adjacent gaps. If neighbouring gaps were independent, which I have not shown, a zone of $v$ mean gaps would cost $c(z_1^\lambda+z_2^\lambda)$ with $z_1+z_2=2v$. This is least at $z_1=z_2=v$, so the logarithm would fall as $-2cv^\lambda$: the same power with twice the coefficient.

\section{An example: decorated steps}

Q: Put this on a real surface.

A: Take metal adatoms running along straight steps of a vicinal platinum surface at 300\,K, and turning into fixed nuclei by exchange with a step atom, so $i=0$. The displaced step atom is assumed to stay at the nucleus, so that each exchange removes one diffusing atom. The parameters are rough: site spacing 0.28\,nm, hopping barrier 0.40\,eV, exchange barrier 0.64\,eV, attempt rate $10^{13}$\,s$^{-1}$, and $F=0.08$ atoms per step site and second. Deposition lasts $t=1.25$\,s and fills 0.10 of the step sites. With lengths in sites, $D=1.907\times10^6$\,s$^{-1}$ and the exchange rate is $\kappa=177.2$\,s$^{-1}$. Here $\gamma=\kappa$, so
\begin{equation}
k=\frac{\kappa F}{12D}=\frac{177.2\times0.08}{12\times1.907\times10^{6}}
=6.20\times10^{-7}\ \mathrm{s^{-1}},
\end{equation}
\begin{equation}
s=\Big(\frac{c}{kt}\Big)^{1/3}=\Big(\frac{0.1699}{7.74\times10^{-7}}\Big)^{1/3}
=60.3\ \text{sites}=16.9\ \mathrm{nm}.
\end{equation}
That is 59 islands per micrometre, with six atoms each on average. The ideal cubic law puts 4.7\,\% of the gaps above 34\,nm and 0.06\,\% above 51\,nm.

Q: Exchange consumes atoms. Should long gaps not notice?

A: They do. With the loss kept, $Dn''-\kappa n+F=0$, and integrating $\kappa n$ over the gap gives the rate
\begin{equation}
Fy\Big(1-\frac{\tanh p}{p}\Big),\qquad p=\frac y2\sqrt{\frac{\kappa}{D}} .
\end{equation}
For small $p$ this is $ky^3(1-2p^2/5)$; for large $p$ it is $Fy$, since almost every arriving atom nucleates. The cubic law needs $p\ll1$, and $p=1$ lies at about 207 sites, or 3.4 mean gaps. The rate is lowered by 3\,\%, 12\,\% and 23\,\% at one, two and three mean gaps. So in this example the far tail, where Eq.~(\ref{tail}) becomes accurate, is where the cubic rate fails. A simulation with the depleted rate and density profile, starting from steps of 2000 sites, gave a mean gap of 18.2\,nm, 8\,\% above the ideal value. It includes the early stage, when all gaps are long. The long gaps are affected far more than the mean: with depletion about 8\,\% of the gaps exceed 34\,nm and about 0.4\,\% exceed 51\,nm, the latter some six times the ideal fraction.

Q: And how near is this to real steps?

A: The parameters are meant to lie in the regime of metal decoration near room temperature, but the exchange barrier depends on the metal and is the least certain. Since $s\propto(D/\kappa)^{1/3}$ at fixed coverage, an error $\delta$ in the barrier difference multiplies $s$ by $e^{\delta/3k_BT}$. Heating to 310\,K, with flux and coverage fixed, lowers the ideal $s$ from 16.9 to 15.3\,nm. Real islands have length: at the end this cuts the splitting rate by about 27\,\%, and I estimate that it raises the mean spacing of island centres by 5\,\%, while the free gap between island ends falls by about 5\,\%. Real steps have kinks: with a rough kink energy of 0.17\,eV and kinks in equilibrium at 300\,K there are 0.17 per mean gap, about one for every six islands. If each kink trapped atoms, it would act as a further boundary. Most of these boundaries would take the place of islands, however, because shorter gaps split more slowly, so the total number of boundaries would rise by only 2 to 3\,\%. This holds only if the kink density is the 300\,K equilibrium value. If it is frozen in during cooling, it is about 0.9 per mean gap for 400\,K and 2.3 for 500\,K; trapping kinks would then replace more than half of the islands, and the gap statistics would be set by the kinks rather than by the splitting law. The other effects I sized are smaller. Pair nucleation adds 1.3\,\% to the rate at the mean gap. Detachment from islands, for a 0.40\,eV bond, gives an adatom density 1.5\,\% of the one due to deposition. About 0.04\,\% of the atoms leave the step if the barrier is 0.75\,eV. The density relaxes in $2\times10^{-4}$\,s, while a mean gap waits about 7\,s to split, so the steady profile is safe at that length. The numerical output below lists most of these values.

\section*{Computed results}
\begin{verbatim}
Tail constants (dimensionless); sim = random splitting
i=0 power=3 c=0.16991 C=4.0000 w=1.9618
    sim: c=0.16963 w=1.9628 gaps=754649
    fraction above 2 means: 0.04739, sim 0.04753
i=1 power=5 c=0.05813 C=1.9890 w=3.4408
    sim: c=0.05815 w=3.4442 gaps=1003075
    fraction above 2 means: 0.01080, sim 0.01097
i=2 power=7 c=0.02402 C=1.6866 w=5.9467
    sim: c=0.02404 w=5.9448 gaps=1103296
    fraction above 2 means: 0.00138, sim 0.00134
i=0: z, phi, leading tail 4 z^-2 exp(-c z^3), -ln(phi)/(c z^3)
  1  6.7725e-01  3.3750e+00  2.2936
  2  1.4918e-01  2.5685e-01  1.3997
  3  3.6149e-03  4.5236e-03  1.2256
  4  4.2517e-06  4.7355e-06  1.1374
  8  1.0204e-39  1.0359e-39  1.0320
Example: T=300 K, site=0.28 nm, attempt rate=1e+13 1/s
barriers: hop 0.40 eV, exchange 0.64 eV
flux=0.08 atoms/site/s, coverage=0.1, duration=1.250 s
D=1.9068e+06 sites^2/s, exchange rate=177.20 1/s
k=6.1956e-07 1/(s site^3)
mean gap=60.31 sites = 16.89 nm
island density=59.2 per um, atoms per island=6.03
fraction of gaps above 33.8 nm: 4.739e-02
fraction of gaps above 50.7 nm: 6.460e-04
Neglected effects:
rate lowered by depletion at 1 mean gap(s): 3.3 %
rate lowered by depletion at 2 mean gap(s): 11.9 %
rate lowered by depletion at 3 mean gap(s): 23.3 %
mean gap with depletion (simulated, 2000-site steps): 18.22 nm
pair/exchange nucleation rate at mean gap: 1.32 %
pair rate: power of gap length=3.96 (40 to 80 sites)
mean-field pair rate / two-walker rate at mean gap: 24.57
rate lowered by island length at the end: 27.1 %
mean gap raised by island length (estimate): 5.2 %
thermal kinks per mean gap (kink energy 0.17 eV): 0.168
mean adatom density in mean gap: 1.272e-05 per site
detachment density / adatom density (bond 0.40 eV): 1.50 %
adatoms leaving the step (barrier 0.75 eV): 0.040 %
density relaxation time: 1.93e-04 s
time between splits of a mean gap: 7.36 s
mean gap at 310 K: 15.28 nm
\end{verbatim}
